# The periodic-cell error of an anion's energy and its acid strength

## Problem

The strength of a photoacid HA can be computed from the energy of its dissociation, HA → A⁻ + H⁺. Suppose that A⁻, of charge $q=-e$, is placed alone in a cubic vacuum cell of side $L=1.5$ nm, and that the calculation repeats this cell periodically. A lattice of charged cells has no finite energy per cell, so a uniform background of charge $-q$ per cell is added. No correction is made for the images or for the background. The neutral acid is treated in the same cell, and the free energy of the proton is taken from elsewhere.

1. By how much does the computed energy of the anion differ from that of the isolated anion, at leading order in $1/L$, and with which sign?
2. What error in pKa does this cause at 298 K?
3. How large is the next term for a real anion, iodide?

Gaussian units are used in the algebra. For numbers, $e^2$ stands for $e^2/4\pi\varepsilon_0=1.43996$ eV nm. The volume of the cell is $V=L^3$.

## First estimate by scaling

If the ion is small compared with the cell, $L$ is the only length left, and the error must be a number times $e^2/L=1.43996/1.5=0.96$ eV. One pKa unit at 298 K is $k_BT\ln 10=0.0591$ eV, so the scale of the error is about 16 pKa units.

The sign and a better prefactor follow from replacing the cube by a sphere of the same volume, with radius $R=(3/4\pi)^{1/3}L=0.620\,L$. A point ion at the centre of its compensating ball forms a neutral sphere with no field outside, so such spheres do not interact. Two energies remain.

The ball has charge density $-q/(4\pi R^3/3)$. Its potential at the centre is this density times $\int_0^R 4\pi r\,dr=2\pi R^2$, which gives $-3q/(2R)$. By Gauss's law its inner field is proportional to $r$, and integrating it gives
$$\phi_b(r)=-q\left(\frac{3}{2R}-\frac{r^2}{2R^3}\right).$$

The ion in this potential has energy $q\phi_b(0)=-3q^2/(2R)$. The repulsion of the ball with itself is half its charge times its mean potential. With $\langle r^2\rangle=3R^2/5$ over the ball, this is
$$\frac{q^2}{2}\left(\frac{3}{2R}-\frac{3}{10R}\right)=\frac{3q^2}{5R}.$$

The sum is
$$\Delta E_{\rm sphere}=-\frac{9}{10}\frac{q^2}{R}=-1.451\,\frac{q^2}{L}\approx-1.39\ \text{eV}.$$

The anion comes out too stable: its attraction to the background outweighs the background's self-repulsion. The sign of $q$ does not matter.

## Exact solution

### Energy as an integral over the image potential

Let $\rho(\mathbf r)$ be the charge density of one ion, nuclei and electrons together, and keep it fixed for now. Let $v(\mathbf r)$ be the potential of a unit point charge with its periodic images and their background. It satisfies
$$\nabla^2v=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big],$$
where $\mathbf R$ runs over the lattice vectors. The mean of $v$ over a cell is set to zero. This choice does not affect the energy, because each cell is neutral in total and a constant potential does no work on it.

The potential of the whole system is $\phi(\mathbf r)=\int\rho(\mathbf r')\,v(\mathbf r-\mathbf r')\,d^3r'$, which also has zero mean. The energy per cell is half the integral of (ion + background) times $\phi$. The uniform background multiplies the mean of $\phi$ and contributes nothing, so the energy is $\frac12\int\rho\phi$.

Now write $v=1/r+\psi$. The $1/r$ part gives the energy of the isolated ion, with the infinite self-energies of point nuclei left out on both sides. The rest is the error:
$$\Delta E=E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

### The image potential near the origin

Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the function $\psi$ obeys $\nabla^2\psi=4\pi/V$ for $r<L$, that is, up to the nearest image. Inversion symmetry removes odd powers from its expansion. Under the symmetry of the cube, a quadratic form can only be $cr^2$, and $\nabla^2(cr^2)=6c$ gives $c=2\pi/(3V)$. Defining $\alpha$ through $\psi(0)=-\alpha/L$, we have
$$\psi(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3V}+O(r^4/L^5).$$

### The constant α

Poisson's equation gives the Fourier coefficients of $v$ as $4\pi/(VG^2)$ for reciprocal vectors $\mathbf G\neq0$. Split each with a factor $e^{-G^2/4\kappa^2}$. The remaining part,
$$\frac{4\pi}{G^2}\left(1-e^{-G^2/4\kappa^2}\right),$$
is the Fourier transform of the short-ranged function $\operatorname{erfc}(\kappa r)/r$. Its sum over all $\mathbf G$, divided by $V$, is therefore a sum of such functions over the lattice. The term $\mathbf G=0$, whose limit is $\pi/(\kappa^2V)$, is absent from $v$ and must be subtracted. At the origin, removing $1/r$ leaves
$$\frac{\operatorname{erfc}(\kappa r)-1}{r}\to-\frac{2\kappa}{\sqrt\pi}.$$
Hence
$$-\frac{\alpha}{L}=\sum_{\mathbf G\ne0}\frac{4\pi}{VG^2}e^{-G^2/4\kappa^2}+\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\kappa R)}{R}-\frac{\pi}{\kappa^2V}-\frac{2\kappa}{\sqrt\pi}.$$

The value of $\kappa$ is free. With $\kappa=\sqrt\pi/L$, $G=2\pi n/L$ and $R=nL$, where $n$ is the length of an integer vector, the last two terms are $-1/L$ and $-2/L$, and
$$\alpha=3-\sum_{\mathbf n\neq0}\left[\frac{e^{-\pi n^2}}{\pi n^2}+\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}\right].$$
The 6 vectors with $n^2=1$ contribute 0.15567, the 12 with $n^2=2$ contribute 0.00690, and the 8 with $n^2=3$ contribute 0.00013. This gives $\alpha=2.8373$; the converged value is 2.837297.

A direct sum over a large cube of neutral cells offers a second route, provided that the zero of potential is treated correctly. For a unit ion at the centre of a cell, the potential due to everything but the ion itself tends to $-2.3137/L$. The mean potential inside the cluster, however, is not zero. The transform of one cell's charge density $\rho_c$ begins as $-\frac{k^2}{6}\int\rho_cr^2\,d^3r$, because the cell is neutral and cubic. Multiplication by $4\pi/k^2$ gives the space integral of its potential, $-\frac{2\pi}{3}\int\rho_cr^2\,d^3r$. The point ion adds nothing to this moment, and the background gives $-L^2/4$. The integral is thus $\pi L^2/6$, and division by $V$ gives a mean of $\pi/(6L)=0.5236/L$. Subtracting it gives $-2.8373/L$, in agreement with the first route.

### The energy error

Insert the expansion of $\psi$ in the double integral. With $q=\int\rho\,d^3r$, the constant term gives $-\alpha q^2/(2L)$. For the quadratic term, define $\mathbf p=\int\rho\,\mathbf r\,d^3r$ and $Q=\int\rho\,r^2\,d^3r$, and use $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$:
$$\frac12\cdot\frac{2\pi}{3V}\left(qQ+qQ-2p^2\right)=\frac{2\pi}{3V}\left(qQ-p^2\right).$$
The result is
$$\boxed{\Delta E=-\frac{\alpha q^2}{2L}+\frac{2\pi}{3L^3}\left(qQ-p^2\right)+O(L^{-5})}$$

For the cell in question, the first term is
$$-\frac{2.8373\times1.43996}{2\times1.5}\ \text{eV}=-1.362\ \text{eV}.$$
This answers the first question: at leading order the anion is overstabilized by 1.36 eV.

### From energy to pKa

The dissociation constant is $K=e^{-\Delta G/k_BT}$, where $\Delta G$ is the standard free energy of dissociation, so
$$\text{pKa}=-\log_{10}K=\frac{\Delta G}{k_BT\ln10}.$$
The anion is a product of the reaction. Its energy error enters $\Delta G$ with a plus sign and in full, including when solvation energies are added afterwards. Therefore
$$\Delta\text{pKa}=\frac{-1.362}{0.05913}=-23.0.$$
The acid appears too strong by 23 pKa units at 298 K. The neutral acid has no $1/L$ error, because its charge is zero. If the bare proton were also computed in its own charged cell of this size, its error of $-1.36$ eV would add to that of the anion, since the error depends on $q^2$.

### The next term for iodide

Iodide is a closed-shell, spherical ion, so $\mathbf p=0$ about the nucleus. A Hartree–Fock calculation with 26 explicit electrons around an ion core of charge $25e$ gives $\langle r^2\rangle=0.213$ nm², summed over the electrons. The point core adds nothing to $Q$, so $Q=-e\langle r^2\rangle$ and $qQ=+e^2\langle r^2\rangle$. The second term is
$$\frac{2\pi}{3}\,\frac{1.43996\times0.2129}{1.5^3}\ \text{eV}=+0.190\ \text{eV},$$
or 3.2 pKa units. It is positive because the outer parts of the electron cloud lie where the attraction of the background is weaker. Larger basis sets give $\langle r^2\rangle$ of 0.2132 to 0.2134 nm², which raises this term by 0.3 to 0.5 meV, so its third decimal is uncertain by about one unit.

For iodide the two terms together give $-1.172$ eV. Adding back the leading term alone would overcorrect and leave the anion 0.19 eV too high.

For a fixed spherical density that stays within $L/2$ of the nucleus, no further terms arise. What remains of $\psi$ after the constant and the quadratic term is a harmonic function that vanishes at the origin. Averaging a harmonic function over a sphere returns its value at the centre. Doing this first over the directions of $\mathbf r'$ and then over those of $\mathbf r$ gives zero. A reciprocal-lattice sum over the iodide density, made without the expansion, tests this:

| $L$ (nm) | first term (eV) | second term (eV) | lattice sum (eV) |
|---|---|---|---|
| 1.5 | −1.3619 | 0.1902 | −1.1717 |
| 2.0 | −1.0214 | 0.0802 | −0.9412 |
| 3.0 | −0.6809 | 0.0238 | −0.6572 |

The sums of the two terms agree with the last column to within 0.1 meV. In the computed density, only about $10^{-6}$ electrons lie beyond $L/2$ in the smallest cell, so this density meets the condition well. The far tail depends on the basis set: a more flexible basis raises this number to about $2\times10^{-5}$, which still accounts for only about 0.01 meV of the second term.

## Comparison of the two answers

The scaling argument gives the power of $L$ and the order of magnitude. The sphere also gives the sign, with a prefactor of 1.451 in place of $\alpha/2=1.419$. Its estimate of 1.39 eV is 2% larger in magnitude than the leading term for the cube, a difference of about half a pKa unit.

The sphere even reproduces the second term for a spherical ion. The $r^2$ part of $\phi_b$ contributes $qQ/(2R^3)$, and $R^3=3V/(4\pi)$ turns this into $2\pi qQ/(3V)$. The reason is that the curvature of the potential is fixed by the background density, which is the same in both geometries. The shape of the cell enters through the constant.

The ratio of the second term to the first falls as $1/L^2$, from 14% at 1.5 nm to 3.5% at 3 nm. The leading term itself falls slowly: at 298 K it would reach one pKa unit at $L=34.5$ nm. Adding the correction is therefore far cheaper than enlarging the cell.

For two monovalent anions in equal cells, the leading errors cancel in the difference of their pKa values. The second terms cancel only if $qQ-p^2$ is the same for both. At 1.5 nm, a difference of 0.066 nm² in $(qQ-p^2)/e^2$ shifts the relative pKa by one unit.

## Reading the result for real acids

The 23 units are an error of the calculation and not a property of a resist. They exceed the gap between acetic acid and HI in water, whose pKa values are roughly 5 and −10, so uncorrected absolute values are useless for judging acid strength. A cell of 1.5 nm is a realistic size for a small molecule. HI, on the other hand, is not a typical photoacid. The sulfonate anions common in resists are larger and not spherical, so their second term must be computed from their own charge density. Higher terms should also be checked if the anion is not small compared with the cell.

Resist films are baked after exposure, at roughly 373 K. The energy error at fixed $L$ is unchanged, but the pKa unit is larger, and the leading error becomes 18.4 units.

A real film also breaks the assumption of a vacuum. If a uniform medium of permittivity $\varepsilon$ filled the cell and screened ion, images and background alike, the leading term would be divided by $\varepsilon$. For a rough polymer value of $\varepsilon=3$, it would be 0.45 eV, or 7.7 pKa units at 298 K. This applies when the medium is present in the periodic calculation itself. Solvation energy added to a vacuum result does not reduce the error.

Other neglected effects are smaller for iodide at 1.5 nm:

- Letting the density relax in the quadratic potential of the cell, with the exchange interaction kept as in the isolated ion, lowers the energy by about 0.24 meV in the basis used, and by about 0.28 meV in a larger basis with more diffuse functions.
- The dipole of neutral HI, at a rough bond length of 0.161 nm, contributes −0.13 meV. A basis with diffuse functions on both atoms gives −0.11 meV. Higher multipoles contribute a similar amount of either sign: the $L^{-5}$ term runs from about +0.16 meV for a molecular axis along a cube edge to −0.11 meV along a body diagonal.
- The 28 core electrons treated as part of a point charge would add at most about 12 meV, or 0.2 pKa units. This estimate uses hydrogen-like orbitals in a charge of $25e$, which is less than the charge these electrons really feel, so it makes the core too large.

With the first two effects included and the core estimate left out, the net error for HI is $-1.17$ eV, or $-19.8$ pKa units at 298 K. The core estimate would change this to $-1.16$ eV, or $-19.6$ units. Hartree–Fock omits electron correlation, and spin–orbit coupling is also left out. Both can change $\langle r^2\rangle$, and a change of 10% would move the net error by 0.02 eV, or 0.3 pKa units.

The expansion fails when the charge spreads over a distance comparable with $L$. This happens in particular if the extra electron is not bound in vacuum and fills the cell. In a cell that is not cubic, $\alpha$ generally takes another value and the quadratic term can depend on direction. The remaining figures are in the numerical output below.

## Computed results

```
Energy errors are periodic minus isolated; negative = too stable
Madelung constant alpha, Ewald sum: 2.837297
Madelung constant alpha, direct cube sum: 2.837301
Direct-sum potential at the ion, unit cell side: -2.31370
Mean inner potential of the cubes, pi/6: 0.52360
e^2/(4 pi eps0): 1.43996 eV nm
Cell side L: 1.50 nm
Leading error of a monovalent anion: -1.3619 eV
k_B T ln 10 at 298 K: 0.05913 eV per pKa unit
Leading error in pKa at 298 K: -23.03 pKa units
Leading error in pKa at 373 K: -18.40 pKa units
Cell side for a leading error of 1 pKa unit at 298 K: 34.5 nm
Iodide, Hartree-Fock, def2 core potential, TZVP plus diffuse s and p
Explicit electrons: 26; ion core charge: 25 e
Sum of <r^2> over explicit electrons: 0.2129 nm^2
Same with more diffuse functions: 0.2132 nm^2
L = 1.5 nm: leading -1.3619, second 0.1902 eV
   two-term formula -1.1717, lattice sum -1.1717 eV
L = 2.0 nm: leading -1.0214, second 0.0802 eV
   two-term formula -0.9412, lattice sum -0.9412 eV
L = 3.0 nm: leading -0.6809, second 0.0238 eV
   two-term formula -0.6572, lattice sum -0.6572 eV
Second term at 1.5 nm: 3.22 pKa units
Density relaxation in the cell: -0.238 meV
Electrons beyond L/2 from the nucleus: 1.4e-06
Upper estimate, replaced core electrons: 12.1 meV
HI bond length (rough input): 0.161 nm
HI dipole: 0.0119 e nm
Error of neutral HI in the cell: -0.126 meV
Net error of HI deprotonation energy: -1.1718 eV
Net error in pKa at 298 K: -19.82 pKa units
```
